\section*{One-Electron X2C Decoupling: Renormalization, Cubic Cost and Atom-Block Localization}

\section{What symmetry fixes}

A positive-energy Dirac solution keeps part of its norm in the small component. If the large components of $n$ such solutions are to serve as two-component functions, the missing norm must be restored. In an orthonormal real basis let $\sigma$ be the matrix for which $x^{T}\sigma x$ is the full norm of the solution with large component $x$. Then $\sigma$ is positive and dimensionless, and $\sigma\to1$ as the speed of light $c\to\infty$. The renormalization $\tilde R$ must satisfy
\begin{equation}
\tilde R^{T}\sigma\tilde R=1 .
\label{norm}
\end{equation}
This leaves an arbitrary orthogonal factor, which symmetry removes. Let $\tilde R$ depend on $\sigma$ alone and favour no orthonormal basis, so that $\tilde R(Q\sigma Q^{T})=Q\tilde R(\sigma)Q^{T}$. Reversing the sign of one eigenvector of $\sigma$ leaves $\sigma$ unchanged, so $\tilde R$ must commute with every such reversal. It is therefore diagonal in the eigenbasis of $\sigma$, and (\ref{norm}) gives the entries $\pm\sigma_i^{-1/2}$. These cannot pass through zero, so continuity to $\tilde R=1$ at $c\to\infty$ selects the plus signs:
\begin{equation}
\tilde R=\sigma^{-1/2}.
\label{form}
\end{equation}
It remains to find $\sigma$ and the Hamiltonian.

\section{The matrix Dirac problem}

Hartree atomic units are used and the rest energy is subtracted. The Dirac operator has diagonal blocks $V$ and $V-2c^2$ and off-diagonal blocks $c\,\boldsymbol\sigma\cdot\mathbf p$, where $\boldsymbol\sigma$ denotes the Pauli matrices. Restricted kinetic balance expands the large component in functions $\mu$ and the small one in $(\boldsymbol\sigma\cdot\mathbf p)\mu/2c$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the off-diagonal block is $\langle\mu|p^2/2|\nu\rangle=T$, the small-component overlap is $2T/4c^2=T/2c^2$, and the term $-2c^2$ becomes $-T$. Thus
\begin{equation}
\begin{gathered}
D\begin{pmatrix}C_L\\C_S\end{pmatrix}
=M\begin{pmatrix}C_L\\C_S\end{pmatrix}\varepsilon,\\
D=\begin{pmatrix}V&T\\T&\frac{W}{4c^2}-T\end{pmatrix},\quad
M=\begin{pmatrix}S&0\\0&\frac{T}{2c^2}\end{pmatrix}.
\end{gathered}
\label{dirac}
\end{equation}
Here $S$ is the overlap and $W$ the matrix of $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$. Dropping its spin-orbit part leaves $\mathbf p\cdot V\mathbf p$ and real matrices of order $n$. With spin-orbit coupling the algebra below is the same in a spinor basis.

The columns $C_L,C_S$ are the upper $n$ of the $2n$ eigenvectors, called positive-energy although bound states have $\varepsilon<0$. Assume that $S$ and $T$ are nonsingular, that $V\le0$, and that these $n$ energies lie above $-2c^2$. Then $C_L$ is invertible. If it were not, some combination of the upper eigenvectors would have no large component. Its mean energy would exceed $-2c^2$, being an average of the upper energies. But a pure small component has mean energy at most $-2c^2$, because $W\le0$ and $-T=-2c^2(T/2c^2)$. This is a contradiction.

\section{First derivation: eliminate, then renormalize}

Define $X=C_SC_L^{-1}$ and $E=C_L\varepsilon C_L^{-1}$. Multiplying (\ref{dirac}) from the right by $C_L^{-1}$ gives
\begin{align}
V+TX&=SE,\label{upper}\\
T+\left(\tfrac{W}{4c^2}-T\right)X&=\tfrac{T}{2c^2}XE.\label{lower}
\end{align}
Equation (\ref{upper}) gives $E=S^{-1}(V+TX)$. Inserted in (\ref{lower}), it yields a condition on $X$ without energies:
\begin{equation}
T+\left(\tfrac{W}{4c^2}-T\right)X=\tfrac{T}{2c^2}XS^{-1}(V+TX).
\end{equation}
Now add $X^\dagger$ times (\ref{lower}) to (\ref{upper}):
\begin{align}
L&=\tilde SE,\label{nesc}\\
L&=V+TX+X^\dagger T+X^\dagger\left(\tfrac{W}{4c^2}-T\right)X,\\
\tilde S&=S+\tfrac{1}{2c^2}X^\dagger TX .
\end{align}
Hence $LC_L=\tilde SC_L\varepsilon$. The energies are right, but the metric is $\tilde S$. To return to $S$, put $C_L=RC_+$ and multiply by $R^\dagger$ from the left:
\begin{equation}
R^\dagger LR\,C_+=R^\dagger\tilde SR\,C_+\varepsilon,\qquad R^\dagger\tilde SR=S .
\end{equation}
With $\sigma=S^{-1/2}\tilde SS^{-1/2}$ and $\tilde R=S^{1/2}RS^{-1/2}$ the second condition is (\ref{norm}), so (\ref{form}) gives
\begin{equation}
\begin{gathered}
R=S^{-1/2}\left(S^{-1/2}\tilde SS^{-1/2}\right)^{-1/2}S^{1/2},\\
h_+=R^\dagger LR=U^\dagger DU,\qquad U=\begin{pmatrix}R\\XR\end{pmatrix}.
\end{gathered}
\label{result}
\end{equation}
The coupling to the negative-energy eigenvectors $N$ vanishes. Equations (\ref{upper}) and (\ref{lower}) say that $DU=M(1;X)ER$, and $N^\dagger M(1;X)=0$ because eigenvectors from the two branches are $M$-orthogonal.

The weak-relativity limit checks signs and factors. At leading order (\ref{lower}) reads $T-TX=0$, so $X=1+\delta$ with $\delta=O(c^{-2})$. The terms of $L$ linear in $\delta$ are $T\delta+\delta^\dagger T-\delta^\dagger T-T\delta=0$, hence $L=T+V+W/4c^2+O(c^{-4})$. Also $\tilde S=S+T/2c^2$ and $R=1-S^{-1}T/4c^2$ at this order. Therefore
\begin{equation}
\begin{split}
h_+={}&T+V+\tfrac{1}{4c^2}\bigl[W-TS^{-1}(T+V)\\
&-(T+V)S^{-1}T\bigr]+O(c^{-4}).
\end{split}
\end{equation}
In a complete basis the $T^2$ terms give $-p^4/8c^2$. The identity $\mathbf p\cdot V\mathbf p=\frac12(p^2V+Vp^2)+\frac12\nabla^2V$ turns the rest into $\nabla^2V/8c^2$. These are the mass-velocity and Darwin terms. The expansion needs kinetic and potential energies small against $2c^2$, which fails for sufficiently steep functions; (\ref{result}) does not need it.

\section{Second derivation: rotate the eigenvectors}

Diagonalize $T=Q\,t\,Q^\dagger$ and set $K=\sqrt2\,c\,Q\,t^{-1/2}$, so that $K^\dagger(T/2c^2)K=1$. Write $C_L=S^{-1/2}A$ and $C_S=KB$. The normalized eigenvectors then obey $A^\dagger A+B^\dagger B=1$. Any orthonormal basis of the positive-energy space has the form $(AY;BY)$ with $Y$ unitary, and each choice decouples the two branches. Choose the one whose large component is closest to the original basis:
\begin{equation}
\|AY-1\|^2=\mathrm{tr}\,AA^\dagger+n-2\,\mathrm{Re\,tr}\,AY .
\end{equation}
With the singular-value decomposition $A=P\Sigma G^\dagger$,
\begin{equation}
\mathrm{Re\,tr}\,AY=\mathrm{Re\,tr}\,\Sigma\,(G^\dagger YP)\le\mathrm{tr}\,\Sigma,
\end{equation}
since diagonal elements of a unitary matrix do not exceed one in modulus. All $\Sigma_i$ are positive, so equality requires $G^\dagger YP=1$, that is,
\begin{equation}
Y=Z^\dagger,\qquad Z=PG^\dagger=(AA^\dagger)^{-1/2}A .
\end{equation}
In the orthonormal basis the Hamiltonian of the rotated states is $Z\varepsilon Z^\dagger$. Back in the original functions,
\begin{equation}
\begin{gathered}
R=S^{-1/2}AZ^\dagger S^{1/2},\qquad XR=KBZ^\dagger S^{1/2},\\
h_+=S^{1/2}Z\,\varepsilon\,Z^\dagger S^{1/2}.
\end{gathered}
\label{polar}
\end{equation}
Since $Z$ is unitary, the energies of $h_+$ in the metric $S$ are the upper $n$ matrix-Dirac energies.

This is the earlier result. With $\tilde X=BA^{-1}$ one has $X=K\tilde XS^{1/2}$, so
\begin{equation}
\begin{split}
\sigma&=1+\tilde X^\dagger\tilde X\\
&=(A^{-1})^\dagger(A^\dagger A+B^\dagger B)A^{-1}=(AA^\dagger)^{-1},
\end{split}
\end{equation}
and $AZ^\dagger=(AA^\dagger)^{1/2}=\sigma^{-1/2}$, which is (\ref{form}).

\section{What each derivation assumes}

Both take a fixed one-electron potential, kinetic balance, and a gap between the branches. Neither transforms the electron repulsion.

The first needs a rule for the free orthogonal factor: basis independence and continuity in $1/c$. The second replaces this rule by least change of the large component and needs no continuity argument. Both rules also fix $R$ for an approximate $X$; the second then starts from any orthonormal basis of the space of vectors $(x;Xx)$. In that case $h_+$ is the Dirac matrix projected on this $n$-dimensional space, and two statements follow.

First, let $\lambda_1\le\dots\le\lambda_{2n}$ be the Dirac energies and $\theta_k$ the projected ones. The max-min principle makes $\lambda_{n+k}$ the largest value, over all subspaces of dimension $n-k+1$, of the lowest mean energy in the subspace. For $\theta_k$ the subspaces must lie inside the projected space, so $\theta_k\le\lambda_{n+k}$. An approximate $X$ with full renormalization cannot raise a one-electron energy. The bound does not carry over to a Hartree--Fock energy computed with untransformed repulsion, which can move either way.

Second, span the approximate space by $\Phi+N\Delta$, where $\Phi$ and $N$ are the normalized upper and lower eigenvectors. The projected matrix is $\varepsilon+\Delta^\dagger\varepsilon_-\Delta$ and its metric is $1+\Delta^\dagger\Delta$. Neither has a linear term, so the energy error is quadratic in $\Delta$, hence in a small error of $X$. For HCl, halving an error imposed on $X$ divided the error of the lowest energy by 3.97.

\section{The cubic cost}

Count scalar multiplications, and let a diagonalization of order $m$ cost $\kappa m^3$. For cyclic Jacobi, one rotation changes two columns, two rows and two eigenvector columns, at $4m$ multiplications per pair, $12m$ in all. A sweep has $m(m-1)/2$ rotations and costs $6m^2(m-1)$, so $s$ sweeps give $\kappa=6s$ at leading order. Another cubic solver changes $\kappa$ but not the power.

The matrices $S$, $T$ and $AA^\dagger$ have order $n$ and the Dirac matrix has order $2n$. Together they cost $(3+8)\kappa n^3=11\kappa n^3$. The products of order $n$ needed for $U$ are
\begin{itemize}
\item $S^{\pm1/2}$: 2; the three blocks of the orthonormalized Dirac matrix: $2+1+2$;
\item $AA^\dagger$, its inverse square root, $Z$, and $Z^\dagger S^{1/2}$: 4;
\item the two parts of $U$ in (\ref{polar}): $2+2$.
\end{itemize}
Their sum is 15. Forming $U^\dagger DU$ takes four products for $DU$ and two more for the left factor. Hence
\begin{equation}
\mathcal W_{\rm full}=(11\kappa+21)\,n^3 .
\label{full}
\end{equation}
If $h_+$ alone is wanted, (\ref{polar}) gives it without $U$: one product replaces ten, and 21 becomes 12. The form (\ref{full}) is kept because the local scheme needs $U$. With ten sweeps, $\kappa=60$ and the factor is 681, of which the order-$2n$ diagonalization takes $480/681=70\%$. This share belongs to the Jacobi method. Solvers based on tridiagonalization have a much smaller $\kappa$, and $\kappa=4.5$ gives 51\%.

Here $n$ counts uncontracted functions. Contracting first would lower $n$, but it would also confine the small component to kinetic-balance partners of the contracted functions. The alternative is to decouple in the uncontracted basis and contract $h_+$ afterwards.

\section{One decoupling per atom}

Let atom $A$ carry $n_A$ functions. Solve the Dirac problem for its diagonal block, with the attraction of all nuclei included in $V_{AA}$ and $W_{AA}$, and call the result $U_A$. Then transform every pair block:
\begin{equation}
h_{AB}=U_A^\dagger D_{AB}U_B .
\end{equation}
The product $D_{AB}U_B$ costs $4n_An_B^2$ and the left factor $2n_A^2n_B$. Summed over all pairs this is $6n\sum_An_A^2$, so
\begin{equation}
\mathcal W_{\rm loc}=(11\kappa+15)\sum_An_A^3+6n\sum_An_A^2 .
\label{local}
\end{equation}
For $N$ equal atoms with $b$ functions each, the first term is $(11\kappa+15)b^3N$ and the second $6b^3N^2$. Decoupling has become linear in $N$ and transformation quadratic. They are equal at $N=(11\kappa+15)/6$, about 112 atoms for $\kappa=60$ but only about 11 atoms for $\kappa=4.5$, so the crossover depends strongly on the eigensolver.

The price lies mainly in the metric. Each $U_A$ restores $S_{AA}$, but between atoms there remains
\begin{equation}
\Delta_{AB}=R_A^\dagger\left(S_{AB}+\tfrac{1}{2c^2}X_A^\dagger T_{AB}X_B\right)R_B-S_{AB}.
\end{equation}
Insert $X_A=1$ and $R_A=1-S_{AA}^{-1}T_{AA}/4c^2$, and likewise for $B$:
\begin{equation}
\begin{split}
\Delta_{AB}={}&\tfrac{1}{2c^2}\bigl[T_{AB}-\tfrac12T_{AA}S_{AA}^{-1}S_{AB}\\
&-\tfrac12S_{AB}S_{BB}^{-1}T_{BB}\bigr]+O(c^{-4}).
\end{split}
\label{defect}
\end{equation}
With $P_A$ the projector on the functions of atom $A$, $T_{AA}S_{AA}^{-1}S_{AB}$ is the matrix of $\hat TP_A$ between $A$ and $B$. The bracket thus reflects how badly each atomic basis represents the other atom's functions, and at this order the defect vanishes for complete atomic bases. Steep functions whose kinetic energies are not small against $2c^2$, such as those on chlorine, spoil the expansion at the actual $c$, so (\ref{defect}) is not a numerical estimate for HCl. The defect also vanishes for distant atoms, where all blocks between $A$ and $B$ disappear and the local scheme becomes exact. At 40 bohr the local and full $h_+$ of HCl differ by less than $10^{-9}$ hartree in every element, which is at the level of rounding.

The defect enters energies linearly. If $hx=E(S+\Delta)x$ with $x^\dagger Sx=1$, solving with metric $S$ instead shifts $E$ by $E\,x^\dagger\Delta x$ to first order. Keeping the local $X_A$ but computing one global $R$ removes this term and leaves the quadratic error of $X$. The global $R$ needs a matrix inverse square root at order $n$, which is again cubic work for dense matrices.

\section{Hydrogen chloride}

The example is HCl at a chosen distance of 2.4 bohr, with point nuclei, no spin-orbit coupling and uncontracted cc-pVDZ functions: 41 on Cl and 7 on H. The numerical output gives the full set of values.

For one electron in the field of the bare nuclei, the lowest energy is $-144.9154$ hartree nonrelativistically and $-145.4748$ hartree from both the matrix Dirac problem and $h_+$. Over the whole spectrum these two differ by less than $10^{-11}(1+|\varepsilon|)$, with $\varepsilon$ in hartree. The value is not converged in the basis: uncontracted cc-pVTZ lowers it by about 0.002 hartree, to $-145.4765$. The energy lies far above $-2c^2\approx-37558$ hartree, as the derivation requires. Using $L$ with metric $S$ gives $-146.0410$ hartree, an error of $-0.566$ hartree, as large as the relativistic shift of $-0.559$ hartree. The size follows from $\tilde S-S\approx T/2c^2$. With the hydrogen-like estimate $\langle T\rangle\approx17^2/2=144.5$, the error is about $-145.5\times144.5/37558=-0.56$ hartree.

A separate spinor calculation for one-electron Cl$^{16+}$, with a larger even-tempered basis, compares the method with the analytic Dirac levels. It gives $-145.06024$ against $-145.06027$ hartree for $1s_{1/2}$. The splitting between $2p_{3/2}$ and the mean of the $2p_{1/2}$, $2s_{1/2}$ group is $0.1403$ hartree in both.

Contraction reduces 48 functions to 23 and the cubic cost by $(48/23)^3\approx9.1$. Decoupling first and contracting afterwards gives $-145.279$ hartree for the lowest one-electron level; the reverse order gives $-145.364$ hartree. The order therefore matters by 0.085 hartree here. The second value lies nearer the uncontracted one, $-145.475$ hartree. The two orders restrict different things. Decoupling first confines the renormalized functions $C_+$ to the contracted space. Contracting first confines the large components to that space, which raises the lowest energy, and the small components to their kinetic-balance partners, which lowers it. Contracting the large components alone gives $-145.357$ hartree, so the small-component restriction lowers the level by only 0.007 hartree. The other 0.078 hartree of the difference between the orders comes from confining $C_L$ rather than $C_+$. Only the lowest one-electron level is compared here.

Restricted Hartree--Fock energies with untransformed Coulomb repulsion are, in hartree:
\begin{center}
\begin{tabular}{lr}
nonrelativistic & $-460.089938$\\
full X2C & $-461.501089$\\
local $U$ & $-461.501072$\\
local $X$, global $R$ & $-461.501089$
\end{tabular}
\end{center}
The relativistic shift is $-1.4112$ hartree, or $-38.40$ eV. Local $U$ misses the full X2C energy by $16.9$ microhartree, about $1.2\times10^{-5}$ of the shift. With global $R$ the error is $-0.11$ microhartree. These numbers belong to this basis. In uncontracted cc-pVTZ the shift is $-1.4130$ hartree ($-38.45$ eV), the local-$U$ error falls to 2.8 microhartree, and the global-$R$ error is $-0.15$ microhartree. In uncontracted aug-cc-pVDZ the two errors are 6.1 and $-0.40$ microhartree. The linear and quadratic error estimates above hold for one-electron energies. With untransformed repulsion the Hartree--Fock energy also depends on the eigenvectors of $h_+$, so those estimates do not fix the size of this drop, which is a numerical result for this example. These errors are relative to full one-electron X2C. They say nothing about the neglected correlation, spin-orbit coupling, transformation of the repulsion, or basis error.

For $\kappa=60$ the leading costs are
\begin{align}
\mathcal W_{\rm full}&=681\times48^3=7.53\times10^7,\\
\mathcal W_{\rm loc}&=675\,(41^3+7^3)+6\cdot48\,(41^2+7^2)\nonumber\\
&=4.73\times10^7 .
\end{align}
The ratio is 0.63. The saving is modest because chlorine holds most of the functions.

Dense model matrices divided into blocks of eight functions each show the growth. Multiplications tallied during complete Jacobi-based runs rise from $322128$ for one block to $21890112$ for four in the full scheme, a factor of 68, and to $1325376$ in the local scheme, a factor of 4.1. The leading formula for one block gives $348672$. The difference is accounted for: the factor $m-1$ in the Jacobi count removes $60(3\cdot8^2+16^2)=26880$, and scaling columns and vectors adds $5\cdot8^2+2\cdot8=336$.

\section*{Computed results}
\begin{verbatim}
speed of light c = 137.035999 a.u.
HCl distance = 2.40 bohr
uncontracted functions: total 48, Cl 41, H 7
contracted cc-pVDZ functions = 23
cubic factor (uncontracted/contracted)^3 = 9.09
One-electron HCl (bare nuclei), lowest energy, hartree:
  nonrelativistic              -144.915383
  matrix Dirac                 -145.474812
  X2C                          -145.474812
  L with metric S (no R)       -146.040971
  local U                      -145.474812
  local X, global R            -145.474812
  decoupled, then contracted   -145.279212
  contracted, then decoupled   -145.363837
largest relative X2C-Dirac spectrum difference = 9.5e-12
energy-error ratio on halving the X error = 3.968
largest (local X - exact) energy = 7.5e-12 hartree
most negative (local X - exact) = -3.58e-06 hartree
Cl16+ spinor X2C / analytic Dirac, hartree:
  1s1/2  -145.06024 / -145.06027
  2p1/2 and 2s1/2  -36.30005 / -36.30015
  2p3/2  -36.15975 / -36.15981
largest metric defect of local U, HCl = 2.74e-05
defect formula mismatch at 30 c = 2.52 %
largest |h_local - h_full| at 40 bohr = 2.4e-11 hartree
Hartree-Fock energies of HCl, hartree:
  nonrelativistic      -460.0899378
  full X2C             -461.5010885
  local U              -461.5010716
  local X, global R    -461.5010886
relativistic shift = -1.411151 hartree = -38.399 eV
error of local U = 16.923 microhartree
error of local X, global R = -0.111 microhartree
Jacobi sweeps = 10, kappa = 60
full cost / n^3 = 681 multiplications
share of the order-2n diagonalization = 0.705
HCl leading cost: full 7.5313e+07, local 4.7251e+07
HCl local/full cost ratio = 0.627
model chain, 8 functions per atom, multiplications:
  atoms | full counted, leading | local counted, leading
  1 | 322128, 348672 | 322128, 348672
  2 | 2683168, 2789376 | 650400, 703488
  4 | 21890112, 22315008 | 1325376, 1431552
equal atoms where transformation = decoupling: 112.5
\end{verbatim}
